# Walker Velocity of a Field-Driven Domain Wall: a program that tests the result

```python
# Result under test: a field-driven domain wall has the largest steady velocity
#   v_W = gamma * Delta * B_K / 2          (rigid width, K_perp << K)
#   v_max = gamma * Delta * B_K / (1 + sqrt(1 + kappa))   (width free to contract)
# gamma: gyromagnetic ratio; Delta = sqrt(A/K): static width parameter of tanh;
# B_K = 2 K_perp / M_s: transverse anisotropy field; kappa = K_perp / K;
# alpha: Gilbert damping; phi: wall angle from the Bloch orientation;
# B_W = alpha * B_K / 2: Walker field; b = B / B_W: reduced drive field.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

gamma = const.physical_constants["electron gyromag. ratio"][0]

# Given data
width = 5e-9             # m
B_K = 0.1                # T
# Rough values in the regime of a Co/Ni multilayer strip
M_s = 0.66e6             # A/m
A_ex = 10e-12            # J/m
alpha = 0.02
strip_w, strip_t = 50e-9, 4e-9   # m
temperature = 300.0      # K
D_chiral = 1e-5          # J/m^2
B_depin = 10e-3          # T

K_eff = A_ex / width**2
K_perp = M_s * B_K / 2
kappa = K_perp / K_eff
v_walker = gamma * width * B_K / 2
B_walker = alpha * B_K / 2
root = np.sqrt(1 + kappa)
v_max = gamma * width * B_K / (1 + root)
phi_peak = np.arcsin(np.sqrt(1 / (1 + root)))
b_peak = 2 * np.sqrt(root) / (1 + root)


def steady_speed(b, kap):
    """Predicted speed in units of Delta * gamma * 2K/M_s."""
    sin2 = (1 - np.sqrt(1 - b * b)) / 2
    return 0.5 * kap * b / np.sqrt(1 + kap * sin2)


def llg_rate(m, h_z, kap, damp, dx):
    """Landau-Lifshitz-Gilbert rate; lengths in Delta, fields in 2K/M_s."""
    h = np.empty_like(m)
    h[:, 1:-1] = m[:, 2:] - 2 * m[:, 1:-1] + m[:, :-2]
    h[:, 0] = m[:, 1] - m[:, 0]
    h[:, -1] = m[:, -2] - m[:, -1]
    h /= dx * dx
    h[0] -= kap * m[0]
    h[2] += m[2] + h_z
    torque = np.empty_like(m)
    torque[0] = m[1] * h[2] - m[2] * h[1]
    torque[1] = m[2] * h[0] - m[0] * h[2]
    torque[2] = m[0] * h[1] - m[1] * h[0]
    # m x (m x h) = m (m.h) - h for unit vectors m
    along = (m * h).sum(axis=0)
    return -(torque + damp * (m * along - h)) / (1 + damp**2)


def simulate_wall(b, kap, damp, dx, dt, t_end):
    """Integrate the moving wall; return late speed and total angle turned."""
    x = (np.arange(int(24 / dx)) + 0.5) * dx - 12
    m = np.array([0 * x, 1 / np.cosh(x), -np.tanh(x)])
    h_z = b * damp * kap / 2
    n_steps = int(t_end / dt)
    n_shift = int(round(2 / dx))
    offset = 0.0
    times, places, angles = [], [], []
    for step in range(n_steps):
        k1 = llg_rate(m, h_z, kap, damp, dx)
        k2 = llg_rate(m + 0.5 * dt * k1, h_z, kap, damp, dx)
        k3 = llg_rate(m + 0.5 * dt * k2, h_z, kap, damp, dx)
        k4 = llg_rate(m + dt * k3, h_z, kap, damp, dx)
        m = m + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        m /= np.sqrt((m * m).sum(axis=0))
        if step % 20 == 0:
            place = m[2].sum() * dx / 2
            times.append(step * dt)
            places.append(place + offset)
            angles.append(np.arctan2(m[0].sum(), m[1].sum()))
            if place > 2.5:      # keep the wall inside the window
                tail = np.repeat(m[:, -1:], n_shift, axis=1)
                m = np.concatenate((m[:, n_shift:], tail), axis=1)
                offset += n_shift * dx
            elif place < -2.5:
                tail = np.repeat(m[:, :1], n_shift, axis=1)
                m = np.concatenate((tail, m[:, :-n_shift]), axis=1)
                offset -= n_shift * dx
    late = int(0.9 * len(times))
    speed = (places[-1] - places[late]) / (times[-1] - times[late])
    turned = np.unwrap(angles)
    return speed, abs(turned[-1] - turned[0])


# Test 1: moving wall at the example's own anisotropy ratio
sim_own, turn_own = simulate_wall(0.9, kappa, 1.0, 0.25, 0.03, 300)
pred_own = steady_speed(0.9, kappa)
assert abs(sim_own / pred_own - 1) < 0.01   # grid error is of order dx^2/12
assert abs(turn_own - np.arcsin(0.9) / 2) < 0.02

# Test 2: strong contraction; the speed peaks below the Walker field
kap_test = 3.0
r_test = np.sqrt(1 + kap_test)
b_test = 2 * np.sqrt(r_test) / (1 + r_test)
sim_peak, _ = simulate_wall(b_test, kap_test, 0.3, 0.2, 0.02, 70)
sim_edge, _ = simulate_wall(0.99, kap_test, 0.3, 0.2, 0.02, 80)
pred_peak = kap_test / (1 + r_test)
assert abs(sim_peak / pred_peak - 1) < 0.015   # narrower wall on the grid
assert abs(sim_edge / steady_speed(0.99, kap_test) - 1) < 0.015
assert sim_edge < sim_peak

# Test 3: above the Walker field the wall angle keeps turning
_, turn_above = simulate_wall(1.1, kap_test, 0.3, 0.2, 0.02, 60)
assert turn_above > np.pi

# Test 4: closed maximum against a numerical search over the wall angle
search = minimize_scalar(
    lambda p: -np.sin(2 * p) / np.sqrt(1 + kappa * np.sin(p)**2),
    bounds=(0, np.pi / 2), method="bounded", options={"xatol": 1e-10})
assert abs(-search.fun * v_walker / v_max - 1) < 1e-9
assert abs(search.x - phi_peak) < 1e-5

# Test 5: wall energies by quadrature of the profile at one angle
angle = 0.7


def profile(x):
    return np.sin(angle) / np.cosh(x), -np.tanh(x)


def chiral_density(x, step=1e-4):
    mx, mz = profile(x)
    right, left = profile(x + step), profile(x - step)
    dmx = (right[0] - left[0]) / (2 * step)
    dmz = (right[1] - left[1]) / (2 * step)
    return mz * dmx - mx * dmz


transverse = quad(lambda x: profile(x)[0]**2, -25, 25, points=[0])[0]
chiral = quad(chiral_density, -25, 25, points=[0])[0]
assert abs(transverse - 2 * np.sin(angle)**2) < 1e-7
assert abs(abs(chiral) - np.pi * np.sin(angle)) < 1e-6

# Neglected effect: residual chiral exchange
B_D = D_chiral / (M_s * width)
phi_grid = np.linspace(0, 2 * np.pi, 200001)
torque_field = (B_K / 2 * np.sin(2 * phi_grid)
                - np.pi / 2 * B_D * np.cos(phi_grid))
v_chiral = gamma * width * torque_field.max()

# Neglected effect: thermal diffusion of the wall angle
barrier = 2 * K_perp * width * strip_w * strip_t
eps = barrier / (const.k * temperature)
x_grid = np.arange(200) * np.pi / 200
y_grid = np.linspace(0, np.pi, 401)
y_weight = np.full(401, y_grid[1])
y_weight[[0, -1]] *= 0.5
sin2_diff = (np.sin(x_grid[:, None] + y_grid)**2
             - np.sin(x_grid[:, None])**2)


def mean_sine(b):
    """Mean of sin(2 phi) in the constant-flux stationary density."""
    density = np.exp(eps * (sin2_diff - b * y_grid)) @ y_weight
    return (density * np.sin(2 * x_grid)).sum() / density.sum()


b_scan = np.arange(0.30, 1.2001, 0.005)
v_scan = np.array([(mean_sine(b) + alpha**2 * b) / (1 + alpha**2)
                   for b in b_scan]) * v_walker
i_hot = int(np.argmax(v_scan))
b_hot, v_hot = b_scan[i_hot], v_scan[i_hot]
assert 0 < i_hot < len(b_scan) - 1

# Test 6: stationary density against a direct stochastic simulation
rng = np.random.default_rng(7)
phi = np.full(4000, np.arcsin(min(b_hot, 1.0)) / 2)
dt_noise, samples = 0.01, []
for step in range(3000):
    phi += ((b_hot - np.sin(2 * phi)) * dt_noise
            + np.sqrt(2 * dt_noise / eps) * rng.standard_normal(4000))
    if step >= 1500 and step % 10 == 0:
        samples.append(np.sin(2 * phi).mean())
sine_noise = np.mean(samples)
assert abs(sine_noise - mean_sine(b_hot)) < 0.015  # sampling and time step

uniform_limit = np.pi * np.sqrt(A_ex / K_perp)
assert strip_w < uniform_limit

print("INPUTS")
print(f"gyromagnetic ratio = {gamma:.5e} rad/(s T)")
print(f"width parameter = {width*1e9:.1f} nm")
print(f"transverse anisotropy field = {B_K:.3f} T")
print(f"saturation magnetization (rough) = {M_s/1e6:.2f} MA/m")
print(f"exchange stiffness (rough) = {A_ex*1e12:.1f} pJ/m")
print(f"damping (rough) = {alpha:.3f}")
print(f"strip width = {strip_w*1e9:.0f} nm")
print(f"strip thickness = {strip_t*1e9:.0f} nm")
print(f"temperature = {temperature:.0f} K")
print("RIGID WALL")
print(f"Walker velocity = {v_walker:.2f} m/s")
print(f"Walker field = {B_walker*1e3:.3f} mT")
print(f"mobility = {gamma*width/alpha*1e-3:.2f} m/s per mT")
print(f"velocity at half the Walker field = {v_walker/2:.2f} m/s")
print(f"distance in 1 ns at Walker velocity = {v_walker:.1f} nm")
print("WIDTH CONTRACTION")
print(f"easy-axis anisotropy K = {K_eff/1e3:.1f} kJ/m^3")
print(f"transverse anisotropy K_perp = {K_perp/1e3:.1f} kJ/m^3")
print(f"kappa = K_perp/K = {kappa:.4f}")
print(f"maximum velocity with contraction = {v_max:.2f} m/s")
print(f"change from rigid wall = {100*(v_max/v_walker-1):.2f} %")
print(f"wall angle at maximum = {np.degrees(phi_peak):.2f} deg")
print(f"field at maximum / Walker field = {b_peak:.5f}")
print("SIMULATED WALL (speed unit Delta*gamma*2K/M_s)")
print(f"own kappa, b=0.9, alpha=1: simulated {sim_own:.5f}")
print(f"own kappa, b=0.9, alpha=1: predicted {pred_own:.5f}")
print(f"kappa=3, alpha=0.3, peak at b = {b_test:.4f}")
print(f"kappa=3 at peak: simulated {sim_peak:.4f}")
print(f"kappa=3 at peak: predicted {pred_peak:.4f}")
print(f"kappa=3 at b=0.99: simulated {sim_edge:.4f}")
print(f"kappa=3 at b=0.99: predicted {steady_speed(0.99, 3.0):.4f}")
print(f"kappa=3 at b=1.1: angle turned = {turn_above:.2f} rad")
print("NEGLECTED EFFECTS")
print(f"chiral exchange D (rough) = {D_chiral*1e3:.3f} mJ/m^2")
print(f"chiral field D/(M_s Delta) = {B_D*1e3:.2f} mT")
print(f"maximum velocity with D, rigid = {v_chiral:.2f} m/s")
print(f"change due to D = {100*(v_chiral/v_walker-1):.1f} %")
print(f"angle barrier E0 = {barrier/const.e:.3f} eV")
print(f"E0/(k_B T) = {eps:.2f}")
print(f"largest mean velocity at T, rigid = {v_hot:.1f} m/s")
print(f"reached at B/B_W = {b_hot:.3f}")
print(f"change due to heat = {100*(v_hot/v_walker-1):.1f} %")
print(f"mean sin(2 phi) there: density {mean_sine(b_hot):.4f}")
print(f"mean sin(2 phi) there: stochastic {sine_noise:.4f}")
print(f"strip width limit for uniform angle = {uniform_limit*1e9:.1f} nm")
print(f"depinning field (rough) = {B_depin*1e3:.1f} mT")
print(f"depinning field / Walker field = {B_depin/B_walker:.1f}")
print("PASS")
```

Output:

```
INPUTS
gyromagnetic ratio = 1.76086e+11 rad/(s T)
width parameter = 5.0 nm
transverse anisotropy field = 0.100 T
saturation magnetization (rough) = 0.66 MA/m
exchange stiffness (rough) = 10.0 pJ/m
damping (rough) = 0.020
strip width = 50 nm
strip thickness = 4 nm
temperature = 300 K
RIGID WALL
Walker velocity = 44.02 m/s
Walker field = 1.000 mT
mobility = 44.02 m/s per mT
velocity at half the Walker field = 22.01 m/s
distance in 1 ns at Walker velocity = 44.0 nm
WIDTH CONTRACTION
easy-axis anisotropy K = 400.0 kJ/m^3
transverse anisotropy K_perp = 33.0 kJ/m^3
kappa = K_perp/K = 0.0825
maximum velocity with contraction = 43.15 m/s
change from rigid wall = -1.98 %
wall angle at maximum = 44.43 deg
field at maximum / Walker field = 0.99980
SIMULATED WALL (speed unit Delta*gamma*2K/M_s)
own kappa, b=0.9, alpha=1: simulated 0.03637
own kappa, b=0.9, alpha=1: predicted 0.03670
kappa=3, alpha=0.3, peak at b = 0.9428
kappa=3 at peak: simulated 0.9905
kappa=3 at peak: predicted 1.0000
kappa=3 at b=0.99: simulated 0.9717
kappa=3 at b=0.99: predicted 0.9817
kappa=3 at b=1.1: angle turned = 10.22 rad
NEGLECTED EFFECTS
chiral exchange D (rough) = 0.010 mJ/m^2
chiral field D/(M_s Delta) = 3.03 mT
maximum velocity with D, rigid = 47.01 m/s
change due to D = 6.8 %
angle barrier E0 = 0.412 eV
E0/(k_B T) = 15.93
largest mean velocity at T, rigid = 29.7 m/s
reached at B/B_W = 0.800
change due to heat = -32.6 %
mean sin(2 phi) there: density 0.6738
mean sin(2 phi) there: stochastic 0.6766
strip width limit for uniform angle = 54.7 nm
depinning field (rough) = 10.0 mT
depinning field / Walker field = 10.0
PASS
```
